# Why a two-electron pseudo-ion can have a triplet ground state

## Question

I replaced the argon-like core of Ti$^{2+}$ by a norm-conserving pseudopotential, so two electrons remain. My calculation gives a triplet, $^3F$, as the ground term. But I know a proof that two electrons without a magnetic field or spin-orbit coupling have a singlet ground state: the lowest spatial function can be chosen positive, and a positive function cannot change sign under exchange. Is my calculation wrong, or the proof?

## Answer

Neither. The proof needs $e^{-tH}$ to keep nonnegative functions nonnegative, which a potential that multiplies the wavefunction guarantees. Yours acts differently on s, p and d waves. I use Hartree atomic units.

### What the proof assumes

Let

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+W,\qquad W=v(\mathbf r_1)+v(\mathbf r_2)+\frac1{r_{12}},$$

with $v$ real and no more singular than a Coulomb potential, and suppose that a bound ground state exists, with energy $E$. Consider $H$ on all spatial functions, exchange-even and exchange-odd. Since $H$ is real, a ground state $\psi$ can be chosen real.

Replace $\psi$ by $|\psi|$. The energy of $W$ depends on $\psi^2$ and is unchanged. For real $\psi$, $|\nabla|\psi||=|\nabla\psi|$ almost everywhere, so the kinetic energy is unchanged too. Thus $|\psi|$ is also a ground state.

Next, $e^{-tH}$ is the limit of alternating products of $e^{t(\nabla_1^2+\nabla_2^2)/2n}$, whose kernel is a positive Gaussian, and $e^{-tW/n}$, which multiplies by a positive number. For the potentials assumed here the limiting kernel is strictly positive (the Feynman–Kac formula). If $\psi$ changed sign, $\psi_\pm=(|\psi|\pm\psi)/2$ would be two nonzero, nonnegative ground states with disjoint supports. But $e^{-tH}\psi_+=e^{-tE}\psi_+$ is positive everywhere, which is a contradiction.

So every real ground state has one sign. Two such states cannot be orthogonal, hence the ground state is unique. Exchange maps it to $\pm$ itself, and positivity selects $+$. An even spatial function needs the odd spin function: a singlet.

The same argument holds for any sufficiently regular multiplicative repulsion $w(r_{12})$. For more than two electrons it says nothing about spin, because three or more spins one-half have no totally antisymmetric spin function. The full 20-electron Ti$^{2+}$ is therefore not covered.

### Where the pseudopotential breaks it

Take $v_d$ as the common potential for all $l\ge2$:

$$V=v_d(r)+[v_s(r)-v_d(r)]P_0+[v_p(r)-v_d(r)]P_1 .$$

The projector $P_l$ acts on directions with the kernel

$$\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')=\frac{2l+1}{4\pi}P_l(\cos\gamma),$$

where $\gamma$ is the angle between $\mathbf n$ and $\mathbf n'$. At $\gamma=90^\circ$ the $l=1$ part vanishes, leaving

$$K(90^\circ)=\frac{v_s-v_d}{4\pi}.$$

Suppose this is positive at some radius. Choose nonnegative, smooth $f$ and $g$ near that radius, in narrow cones at right angles, and a normalized $h\ge0$ for the other electron. The functions $fh$ and $gh$ have disjoint supports, so the kinetic energy and all multiplicative terms have no matrix element between them. Then

$$\lim_{t\to0}\frac{\langle fh,e^{-tH}gh\rangle}{t}=-\langle fh,H\,gh\rangle=-\langle f,Vg\rangle<0 .$$

The operator $e^{-tH}$ turns a nonnegative function into one that is negative somewhere. The proof stops here.

A 3d orbital $\phi=R_{3d}Y_{20}$ shows the energy cost of taking the absolute value. Since $|Y_{20}|$ is even under inversion, it contains $l=0,2,4,\dots$. All these components except $l=0$ feel $v_d$, and the kinetic energy is unchanged, so

$$\langle|\phi|,h_1|\phi|\rangle-\langle\phi,h_1\phi\rangle=w_0\langle v_s-v_d\rangle_{3d},$$

where $h_1$ is the one-electron Hamiltonian. With $x=\cos\theta$, the s weight is

$$w_0=\left(\frac{\sqrt5}{2}\int_{-1}^{1}|P_2(x)|\,dx\right)^2=\frac54\left(\frac4{3\sqrt3}\right)^2=\frac{20}{27}.$$

The integral is four times $\int_0^{1/\sqrt3}\frac{1-3x^2}{2}dx=\frac1{3\sqrt3}$, because $P_2$ integrates to zero over $[0,1]$. For a local potential this energy difference is zero.

### Dependence on $l$ is not sufficient

If $V=v_{\rm loc}-g(r)P_0$ with bounded $g\ge0$, then $gP_0$ maps nonnegative functions to nonnegative ones, and so does every term in the series for $e^{tgP_0}$. This extra factor can only increase the positive kernel of the local problem. The ground state, if bound, stays positive and a singlet.

Even when positivity is lost, a singlet may survive. If the lowest one-electron level is a single orbital $\varphi$, separated by a gap, then $\varphi(1)\varphi(2)$ is the ground state without repulsion, and it remains a singlet for sufficiently weak repulsion. Ti$^{2+}$ differs because its lowest one-electron level is the fivefold 3d level.

### Why the d² ground term is a triplet

Keep one radial 3d function $u(r)=rR_{3d}(r)$ and treat the repulsion to first order. Define

$$F^k=\iint u^2(r)u^2(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',\qquad D_2=\frac{F^2}{49},\quad D_4=\frac{F^4}{441}.$$

For orbitals $m,m'$ the direct and exchange energies are

$$J=\sum_kc^k(m,m)c^k(m',m')F^k,\qquad K=\sum_k[c^k(m,m')]^2F^k,$$

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{2m}^*Y_{k,m-m'}Y_{2m'}\,d\Omega .$$

For $|m|=2,1,0$ these integrals give $7c^2(m,m)=-2,1,2$ and $21c^4(m,m)=1,-4,6$. For example, $\langle\cos^2\theta\rangle=1/7$ in $Y_{22}$, so $c^2(2,2)=(3/7-1)/2=-2/7$. The exchange energies are

- $K(2,1)=6D_2+5D_4$, $K(2,0)=4D_2+15D_4$;
- $K(1,0)=D_2+30D_4$, $K(2,-1)=35D_4$;
- $K(1,-1)=6D_2+40D_4$, $K(2,-2)=70D_4$.

Antisymmetric pairs of $m$ values form $^3F$ and $^3P$; symmetric pairs form $^1G$, $^1D$ and $^1S$. Measure energies from $2\varepsilon_d+F^0$. The triplet with $M_L=3$ comes from the single pair $(2,1)$:

$$E(^3F)=J-K=(-2D_2-4D_4)-(6D_2+5D_4)=-8D_2-9D_4 .$$

The other terms follow because the trace at fixed $M_L$ is the sum of its term energies:

- Triplets, $M_L=1$, pairs $(2,-1)$ and $(1,0)$: the sum is $(-2D_2-39D_4)+(D_2-54D_4)=-D_2-93D_4$. Subtracting $^3F$ gives $E(^3P)=7D_2-84D_4$.
- Singlets, $M_L=4$, pair $(2,2)$: $E(^1G)=4D_2+D_4$.
- Singlets, $M_L=2$, pairs $(2,0)$ and $(1,1)$: the sum is $21D_4+(D_2+16D_4)$. Subtracting $^1G$ gives $E(^1D)=-3D_2+36D_4$.
- Singlets, $M_L=0$, pairs $(2,-2)$, $(1,-1)$, $(0,0)$: the sum is $(4D_2+71D_4)+(7D_2+56D_4)+(4D_2+36D_4)=15D_2+163D_4$. Subtracting $^1G$ and $^1D$ gives $E(^1S)=14D_2+126D_4$.

All three singlets lie above $^3F$, since $F^2$ and $F^4$ are positive. For the other triplet, $E(^3P)-E(^3F)=15D_2-75D_4=(135F^2-75F^4)/441$. This is positive because $r_<^4/r_>^5\le r_<^2/r_>^3$ implies $F^4\le F^2$. Within pure d², $^3F$ is therefore lowest.

### A computed pseudo-ion

A Ti$^{4+}$ core was computed self-consistently with Hartree and local Dirac exchange potentials, then frozen. One added electron has levels at $-1.875$ (3d), $-1.319$ (4s) and $-1.090$ Ha (4p). Each valence function was replaced, inside a cutoff radius (2.73, 2.95 and 0.61 bohr for s, p and d), by a nodeless $u_l$ with the same norm there. The values of $v_l$ inside the cutoff depend on this choice. Solving the radial equation for the potential gives

$$v_l=\varepsilon_l+\frac{u_l''}{2u_l}-\frac{l(l+1)}{2r^2}.$$

Since $u_l$ has no node, $\varepsilon_l$ is the lowest level of its channel.

Near $r=0.51$ bohr, $v_s=0.88$ and $v_d=-16.21$ Ha. The kernel at right angles is $17.09/4\pi=1.36$ Ha, positive as required for the failure. Replacing 3d by its absolute value costs $0.7407\times6.9485=5.147$ Ha. A direct sum over partial waves up to $l=400$ gives 5.127 Ha; the rest is kinetic energy in the omitted waves.

The Slater integrals are $F^0=0.7945$, $F^2=0.3830$ and $F^4=0.2415$ Ha, so

$$E(^3F)=2(-1.8752)+0.7945-0.0625-0.0049\approx-3.023\ \text{Ha}.$$

The nearest singlet, $^1D$, lies higher by $(-3D_2+36D_4)-(-8D_2-9D_4)=5D_2+45D_4=\frac5{49}(F^2+F^4)=0.064$ Ha.

Configuration interaction with orbitals up to $l=3$ and terms up to $L=4$ lowers $^3F$ to $-3.066$ Ha. It remains the ground term, with 97% weight on the original 3d² configuration. The lowest singlet is 0.035 Ha (0.95 eV) higher; a smaller radial basis changes this gap by 0.0004 Ha. The last digits are not converged: a larger radial basis with orbitals up to $l=5$ moves $^3F$ to $-3.069$ Ha and the gap to 0.0335 Ha (0.91 eV).

### What the $l$-dependence stands for

Put two electrons into the local core potential itself, with its core orbitals available. The ground state is the 1s² singlet at about $-345$ Ha, as the theorem demands. Exclude the occupied core orbitals, and $^3F$ becomes lowest, at $-3.064$ Ha ($-3.066$ Ha in a larger basis with orbitals up to $l=5$). The pseudopotential expresses this exclusion through its different channels. If $v_s$ or $v_d$ is used for every $l$, the computed ground term is again $^1S$. The theorem goes further: no spin-independent local pseudopotential can give two valence electrons a triplet ground state, if that state is bound.

The size of the gap is less reliable than the identity of the ground term. With frozen core orbitals it is 0.048 Ha (0.046 Ha with orbitals up to $l=5$), so the pseudopotential value is 27% too small relative to that reference. This percentage belongs to the cutoffs chosen: it is 32% for s and p cutoffs of 2.2 and 2.3 bohr and 19% for 1.7 and 1.8 bohr, with $^3F$ below $^1D$ in each case. Norm conservation fixes the charge of each orbital inside its cutoff, but not integrals that mix orbitals. The one coupling 3d² to 3d4s is 0.149 Ha with pseudo-orbitals and $-0.010$ Ha with frozen-core orbitals. Leaving out s orbitals reduces the gap error from 0.013 to 0.005 Ha; leaving out p orbitals as well reduces it below the 0.0004 Ha by which the gap itself changes with the radial basis. The error thus comes from s and p mixing.

The frozen-core reference is itself a model. It omits core polarization, relativity, core-valence exchange beyond the local approximation, and part of the valence correlation. The local exchange binds the 3d electron several eV too strongly (with a frozen Hartree–Fock core the 3d level is $-1.53$ Ha, 9.5 eV higher), so the energies and gaps here compare two treatments of the same model core; they are not predictions for real Ti$^{2+}$. The numerical output below lists the remaining terms and the singlet control cases.

## Table of computed values

```
Nuclear charge 22, core electrons 18, box radius 12.0 bohr
Ti3+ 4s: core-potential level -1.31892, pseudo -1.31892 Ha
  cutoff radius 2.7327 bohr, norm inside 0.67834
Ti3+ 4p: core-potential level -1.08968, pseudo -1.08968 Ha
  cutoff radius 2.9451 bohr, norm inside 0.64562
Ti3+ 3d: core-potential level -1.87516, pseudo -1.87516 Ha
  cutoff radius 0.6146 bohr, norm inside 0.13946
At r = 0.5075 bohr: v_s 0.876, v_p -0.313, v_d -16.210 Ha
  angular kernel (v_s-v_d)/4pi at 90 degrees: 1.3597 Ha
s weight of |Y20|: 0.74074; d weight: 0.05299
Sum of l(l+1) weights up to l=400: 5.9740 (limit 6)
<v_s-v_d> in 3d: 6.9485 Ha
Energy rise on replacing 3d by |3d|: 5.1471 Ha
  explicit partial-wave sum gives: 5.1270 Ha
Heat kernel min/forward at t = 10 a.u., r = 0.889 bohr:
  semilocal -0.5000, local v_s 0.7545, local v_d 1.0000
  v_d plus attractive s term 1.0000
Slater integrals F0 0.79450, F2 0.38297, F4 0.24146 Ha
F2 with the frozen-core 3d orbital: 0.38275 Ha
R2(3d3d,3d4s): pseudo 0.14943, frozen core -0.00980 Ha
Pure 3d2 energies (Ha):
  1S: -2.77741, above 3F 0.24586
  3P: -2.94710, above 3F 0.07617
  1D: -2.95956, above 3F 0.06372
  3F: -3.02328, above 3F 0.00000
  1G: -2.92401, above 3F 0.09927
Pseudo Ti2+ configuration interaction, lowest of each even term (Ha):
  3F even: -3.06632, above ground 0.00000
  1D even: -3.03146, above ground 0.03487
  3P even: -3.00973, above ground 0.05659
  1G even: -2.99596, above ground 0.07036
  1S even: -2.91307, above ground 0.15326
  3D even: -2.79153, above ground 0.27479
  1F even: -2.32342, above ground 0.74291
  lowest odd term 1D odd: above ground 0.45235 Ha
Weight of 3d2 in the 3F ground state: 0.96863
Lowest singlet minus triplet: 0.03487 Ha = 0.949 eV
  smaller radial basis: 0.03527 Ha
The same gap by orbital shells, pseudo / frozen core / error (Ha):
  s,p,d,f: 0.03487 / 0.04798 / -0.01312
  p,d,f: 0.04315 / 0.04858 / -0.00543
  d,f: 0.04967 / 0.04965 / 0.00002
3F energy with frozen core orbitals: -3.06369 Ha
Controls: ground term, energy, lowest singlet minus triplet (Ha):
  local v_core, core allowed: 1S even, -345.0222, -147.9114
  local v_s for every l: 1S even, -2.3217, -0.1437
  local v_d for every l: 1S even, -68.5541, -21.9689
  v_d plus attractive s term: 1S even, -72.3139, -23.8456
```
